# Berry Curvature from the Antisymmetric Kubo Conductivity of a Perfect Crystal: a program that tests the result

```python
"""Intrinsic Hall conductivity of a perfect crystal.

Result under test, for J_a = sigma_ab E_b and electron charge -e:
  sigma_xy(antisymmetric) = -(e^2/hbar) * integral d^2k/(2 pi)^2 sum_n f_n Omega_n
Omega_n : Berry curvature of band n, d_x A_y - d_y A_x with A = i<n|d n>
f_n     : occupation;  eta : rate of the field exp(eta t), given as an energy
w_nm    : part of Omega_n that comes from band m; w_nm = -w_mn
Model   : kagome lattice, real hopping HOP, circulating imaginary hopping lam.
Units   : eV and angstrom, with e = hbar = 1 inside the functions.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.special import expit

HOP, LAM, LATTICE = 1.0, 0.1, 5.0
BONDS = 0.5 * LATTICE * np.array([[1.0, 0.0],
                                  [-0.5, np.sqrt(3) / 2],
                                  [-0.5, -np.sqrt(3) / 2]])
SITES = [(0, 1), (1, 2), (2, 0)]
CELL = np.array([2 * BONDS[0], -2 * BONDS[2]])
CELL_AREA = np.linalg.det(CELL)
RECIP = 2 * np.pi * np.linalg.inv(CELL).T
ZONE_AREA = np.linalg.det(RECIP)


def hamiltonian(k, lam=LAM):
    h = np.zeros(k.shape[:-1] + (3, 3), complex)
    for (i, j), r in zip(SITES, BONDS):
        h[..., i, j] = -2 * (HOP + 1j * lam) * np.cos(k @ r)
        h[..., j, i] = h[..., i, j].conj()
    return h


def gradient(k, lam=LAM):
    g = np.zeros((2,) + k.shape[:-1] + (3, 3), complex)
    for (i, j), r in zip(SITES, BONDS):
        for a in range(2):
            g[a, ..., i, j] = 2 * (HOP + 1j * lam) * np.sin(k @ r) * r[a]
            g[a, ..., j, i] = g[a, ..., i, j].conj()
    return g


def bands(k, lam=LAM):
    """Energies, velocity matrices and E_m - E_n (huge on the diagonal)."""
    energy, u = np.linalg.eigh(hamiltonian(k, lam))
    vel = u.conj().swapaxes(-1, -2) @ gradient(k, lam) @ u
    gap = energy[:, None, :] - energy[:, :, None]
    gap[:, range(3), range(3)] = 1e30
    return energy, vel, gap


def pair_curvature(vel, gap):
    return -2 * np.imag(vel[0] * vel[1].swapaxes(-1, -2)) / gap**2


def kubo_tensor(vel, gap, occ, eta):
    """Interband Kubo response at each k, before any antisymmetrization."""
    weight = -1j * (occ[:, :, None] - occ[:, None, :]) / (gap * (gap - 1j * eta))
    return np.einsum('aknm,bkmn,knm->abk', vel, vel, weight).real


def loop_curvature(k, group, lam=LAM, step=1e-4):
    """Curvature of a group of bands from state overlaps around a small loop."""
    corners = [(-0.5, -0.5), (0.5, -0.5), (0.5, 0.5), (-0.5, 0.5)]
    states = [np.linalg.eigh(hamiltonian(k + step * (np.array(c) @ RECIP), lam))[1]
              [..., group] for c in corners]
    product = 1.0
    for i in range(4):
        overlap = states[i].conj().swapaxes(-1, -2) @ states[(i + 1) % 4]
        product = product * np.linalg.det(overlap)
    return -np.angle(product) / (ZONE_AREA * step**2)


def zone_grid(n):
    x = np.arange(n) / n
    return np.stack(np.meshgrid(x, x, indexing='ij'), -1).reshape(-1, 2) @ RECIP


def driven_response(k, n_occ, eta, field=1e-4):
    """Linear current from the Schroedinger equation in a field exp(eta t)."""
    t0 = -16 / eta
    signs = np.array([1.0, -1.0])
    shift = (field / eta) * signs[None, :, None, None] * np.eye(2)[:, None, None, :]

    def path(t):
        return k + shift * (1 - np.exp(eta * t))

    start = np.linalg.eigh(hamiltonian(path(t0)))[1][..., :n_occ]
    shape = start.shape

    def rhs(t, y):
        return (-1j * hamiltonian(path(t)) @ y.reshape(shape)).ravel()

    run = solve_ivp(rhs, (t0, 0.0), start.ravel().astype(complex), method='DOP853',
                    rtol=1e-10, atol=1e-12, t_eval=[0.0])
    assert run.success
    psi = run.y[:, -1].reshape(shape)
    current = -np.einsum('bskio,akij,bskjo->absk', psi.conj(), gradient(k), psi).real
    return (current[:, :, 0] - current[:, :, 1]) / (2 * field)


TO_E2H = 2 * np.pi / CELL_AREA      # zone mean in angstrom^2 -> units of e^2/h
quantum = constants.e**2 / constants.h
print(f"real hopping = {HOP:.2f} eV")
print(f"imaginary hopping = {LAM:.2f} eV")
print(f"lattice constant = {LATTICE:.2f} angstrom")
print(f"cell area = {CELL_AREA:.4f} angstrom^2")

# Kubo response against direct time evolution at chosen wavevectors.
points = np.array([[0.3, 0.2], [0.7, 0.1], [0.1, 0.5], [0.75, 0.05]])
eta_drive = 0.3
_, vel, gap = bands(points)
for n_occ in (1, 2):
    occ = np.tile((np.arange(3) < n_occ).astype(float), (len(points), 1))
    driven = driven_response(points, n_occ, eta_drive)
    kubo = kubo_tensor(vel, gap, occ, eta_drive)
    assert np.allclose(driven, kubo, rtol=1e-3, atol=1e-3)
    anti = 0.5 * (driven[0, 1] - driven[1, 0])
    terms = 2 * np.imag(vel[0] * vel[1].swapaxes(-1, -2)) / (gap**2 + eta_drive**2)
    formula = np.sum(occ[:, :, None] * terms, axis=(1, 2))
    assert np.allclose(anti, formula, rtol=1e-3, atol=1e-3)
    if n_occ == 1:
        print(f"test k = ({points[1, 0]:.2f}, {points[1, 1]:.2f}) 1/angstrom, "
              f"eta = {eta_drive:.2f} eV")
    print(f"{n_occ} filled: Hall response, time evolution = {anti[1]:.4f} angstrom^2")
    print(f"{n_occ} filled: Hall response, formula = {formula[1]:.4f} angstrom^2")

# Insulator: two filled bands.
grid = zone_grid(120)
energy, vel, gap = bands(grid)
pairs = pair_curvature(vel, gap)
omega = pairs.sum(axis=2)
top, bottom = energy[:, 1].max(), energy[:, 2].min()
assert bottom > top
print(f"top of band 2 on grid = {top:.4f} eV")
print(f"bottom of band 3 on grid = {bottom:.4f} eV")
filled = np.tile([1.0, 1.0, 0.0], (len(grid), 1))
hall_limit = -TO_E2H * np.mean(np.sum(filled * omega, axis=1))
chern = np.mean(loop_curvature(zone_grid(40), [0, 1], step=1 / 40)) \
    * ZONE_AREA / (2 * np.pi)
assert abs(chern - round(chern)) < 1e-8
assert abs(hall_limit + chern) < 1e-5
etas = [0.3, 0.1, 0.03, 0.01]
errors, symmetric = [], []
for eta in etas:
    tensor = TO_E2H * kubo_tensor(vel, gap, filled, eta).mean(axis=-1)
    hall = 0.5 * (tensor[0, 1] - tensor[1, 0])
    errors.append(abs(hall - hall_limit))
    symmetric.append(tensor[0, 0])
    print(f"eta = {eta:.2f} eV: Hall = {hall:.6f}, xx = {tensor[0, 0]:.6f} e^2/h")
assert abs(errors[2] / errors[3] / 9 - 1) < 0.05
assert abs(symmetric[2] / symmetric[3] / 3 - 1) < 0.05
print(f"Hall error ratio, eta 0.03 to 0.01 eV = {errors[2] / errors[3]:.3f}")
print(f"xx ratio, eta 0.03 to 0.01 eV = {symmetric[2] / symmetric[3]:.3f}")
print(f"Chern number of two filled bands = {chern:.6f}")
print(f"insulator Hall, curvature integral = {hall_limit:.6f} e^2/h")
print(f"insulator Hall, converted = {hall_limit * quantum:.6e} S")

# Zone corner: cancellation between two occupied bands as their gap closes.
corner = np.array([[4 * np.pi / (3 * LATTICE), 0.0]])
print(f"zone corner k_x = {corner[0, 0]:.4f} 1/angstrom")
lower, total = [], []
for lam in (0.1, 0.05, 0.01):
    e_c, v_c, g_c = bands(corner, lam)
    w = pair_curvature(v_c, g_c)[0]
    single = w.sum(axis=1)
    for n in range(2):
        assert np.isclose(loop_curvature(corner, [n], lam)[0], single[n], rtol=2e-3)
    from_empty = w[0, 2] + w[1, 2]
    assert np.isclose(loop_curvature(corner, [0, 1], lam)[0], from_empty,
                      rtol=1e-3, atol=1e-3)
    lower.append(abs(single[0]))
    total.append(abs(from_empty))
    print(f"corner, imaginary hopping {lam:.2f} eV: gap 1-2 = {e_c[0, 1] - e_c[0, 0]:.4f} eV")
    print(f"  curvature band 1 = {single[0]:.4f} angstrom^2")
    print(f"  curvature band 2 = {single[1]:.4f} angstrom^2")
    print(f"  sum from empty band = {from_empty:.4f} angstrom^2")
    if lam == LAM:
        print(f"  w_12 = {w[0, 1]:.4f} angstrom^2")
        print(f"  w_13 = {w[0, 2]:.4f} angstrom^2")
        print(f"  w_23 = {w[1, 2]:.4f} angstrom^2")
assert lower[2] > 50 * lower[0] and total[2] < total[0]

# Metal at finite temperature.
mu, thermal = -0.5, 0.05
occ = expit((mu - energy) / thermal)
loops = np.stack([loop_curvature(grid, [n]) for n in range(3)], axis=1)
by_band = -TO_E2H * np.mean(occ * loops, axis=0)
by_pair = {(n, m): -TO_E2H * np.mean((occ[:, n] - occ[:, m]) * pairs[:, n, m])
           for n, m in ((0, 1), (0, 2), (1, 2))}
metal = sum(by_pair.values())
assert abs(by_band.sum() - metal) < 1e-4
fine = zone_grid(180)
e_f, v_f, g_f = bands(fine)
metal_fine = -TO_E2H * np.mean(np.sum(expit((mu - e_f) / thermal)
                                      * pair_curvature(v_f, g_f).sum(axis=2), axis=1))
assert abs(metal_fine - metal) < 1e-5
print(f"metal: chemical potential = {mu:.2f} eV, thermal energy = {thermal:.2f} eV")
print(f"metal: electrons per cell = {occ.sum(axis=1).mean():.4f}")
for n in range(3):
    print(f"metal: Hall part of band {n + 1} = {by_band[n]:.5f} e^2/h")
for (n, m), value in by_pair.items():
    print(f"metal: Hall part of pair {n + 1}-{m + 1} = {value:.5f} e^2/h")
print(f"metal: Hall total = {metal:.5f} e^2/h")
print(f"metal: Hall total, converted = {metal * quantum:.5e} S")

# Diagonal response: occupations differentiated numerically.
h = 1e-4
slope = np.array([(expit((mu - np.linalg.eigvalsh(hamiltonian(grid + h * d))) / thermal)
                   - expit((mu - np.linalg.eigvalsh(hamiltonian(grid - h * d))) / thermal))
                  / (2 * h) for d in np.eye(2)])
band_velocity = np.einsum('aknn->akn', vel).real
drude = -np.einsum('akn,bkn->abk', band_velocity, slope)
asymmetry = np.abs(drude[0, 1] - drude[1, 0]).max() / np.abs(drude[0, 1]).max()
assert asymmetry < 1e-3
weight_xx = drude[0, 0].mean() / CELL_AREA
assert weight_xx > 0
print(f"metal: Drude weight xx, eta*sigma_xx/(e^2/hbar) = {weight_xx:.5f} eV")
print("finished without a failed check")
```

Running it gives:

```
real hopping = 1.00 eV
imaginary hopping = 0.10 eV
lattice constant = 5.00 angstrom
cell area = 21.6506 angstrom^2
test k = (0.70, 0.10) 1/angstrom, eta = 0.30 eV
1 filled: Hall response, time evolution = -4.3611 angstrom^2
1 filled: Hall response, formula = -4.3611 angstrom^2
2 filled: Hall response, time evolution = -1.2270 angstrom^2
2 filled: Hall response, formula = -1.2270 angstrom^2
top of band 2 on grid = 1.6536 eV
bottom of band 3 on grid = 2.0000 eV
eta = 0.30 eV: Hall = -0.918431, xx = 0.308164 e^2/h
eta = 0.10 eV: Hall = -0.989947, xx = 0.111477 e^2/h
eta = 0.03 eV: Hall = -0.999084, xx = 0.033781 e^2/h
eta = 0.01 eV: Hall = -0.999898, xx = 0.011270 e^2/h
Hall error ratio, eta 0.03 to 0.01 eV = 8.990
xx ratio, eta 0.03 to 0.01 eV = 2.997
Chern number of two filled bands = 1.000000
insulator Hall, curvature integral = -1.000000 e^2/h
insulator Hall, converted = -3.874046e-05 S
zone corner k_x = 0.8378 1/angstrom
corner, imaginary hopping 0.10 eV: gap 1-2 = 0.3464 eV
  curvature band 1 = 311.8635 angstrom^2
  curvature band 2 = -310.8852 angstrom^2
  sum from empty band = 0.9784 angstrom^2
  w_12 = 312.5000 angstrom^2
  w_13 = -0.6365 angstrom^2
  w_23 = 1.6148 angstrom^2
corner, imaginary hopping 0.05 eV: gap 1-2 = 0.1732 eV
  curvature band 1 = 1249.1790 angstrom^2
  curvature band 2 = -1248.6959 angstrom^2
  sum from empty band = 0.4831 angstrom^2
corner, imaginary hopping 0.01 eV: gap 1-2 = 0.0346 eV
  curvature band 1 = 31249.0056 angstrom^2
  curvature band 2 = -31248.9094 angstrom^2
  sum from empty band = 0.0962 angstrom^2
metal: chemical potential = -0.50 eV, thermal energy = 0.05 eV
metal: electrons per cell = 1.0451
metal: Hall part of band 1 = -1.00000 e^2/h
metal: Hall part of band 2 = 0.65022 e^2/h
metal: Hall part of band 3 = 0.00000 e^2/h
metal: Hall part of pair 1-2 = -0.33979 e^2/h
metal: Hall part of pair 1-3 = 0.00617 e^2/h
metal: Hall part of pair 2-3 = -0.01616 e^2/h
metal: Hall total = -0.34978 e^2/h
metal: Hall total, converted = -1.35506e-05 S
metal: Drude weight xx, eta*sigma_xx/(e^2/hbar) = 0.06963 eV
finished without a failed check
```
